# Predicting the CO energy from N2 with one coupled-perturbed solve: a numerical check

```python
"""
Result under test: for N2 in a FIXED nitrogen basis, one coupled-perturbed
Hartree-Fock solve gives the Hessian H_KL = d2 E_el / dZ_K dZ_L, and
    E(CO) ~ E(N2) + H_AA - H_AB - 1/R
at the same bond length R, with the first omitted term quartic in lambda.

Symbols (Hartree atomic units):
  Z_A = 7 + lambda, Z_B = 7 - lambda : nuclear charges (A -> O, B -> C)
  v_A, v_B : matrices of -1/|r - R_A| and -1/|r - R_B|
  D        : spin-summed density matrix
  U        : first-order occupied-virtual coefficients for a change of Z_A
  M        : coupled-perturbed matrix for real singlet changes
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, ao2mo

R = 2.1
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def basis_for(element, uncontracted):
    contracted = gto.basis.load("cc-pvdz", element)
    if not uncontracted:
        return contracted
    primitives = {(shell[0], entry[0]) for shell in contracted
                  for entry in shell[1:] if hasattr(entry, "__len__")}
    return [[l, [exponent, 1.0]] for l, exponent in sorted(primitives)]


def molecule(element_a, element_b, basis):
    return gto.M(atom=[[element_a, (0.0, 0.0, R / 2)],
                       [element_b, (0.0, 0.0, -R / 2)]],
                 unit="Bohr", basis=basis, verbose=0)


def set_convergence(mf):
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100


def ordinary_energy(element_a, element_b, basis):
    mf = scf.RHF(molecule(element_a, element_b, basis))
    set_convergence(mf)
    energy = mf.kernel()
    assert mf.converged
    return energy


class FixedBasisDiatomic:
    """RHF with 14 electrons, nitrogen functions and arbitrary charges."""

    def __init__(self, basis):
        self.mol = molecule("N", "N", {"N": basis})
        self.kinetic = self.mol.intor("int1e_kin")
        self.v = []
        for position in self.mol.atom_coords():
            with self.mol.with_rinv_origin(position):
                self.v.append(-self.mol.intor("int1e_rinv"))
        self.z = self.mol.intor("int1e_r")[2]
        self.eri = self.mol.intor("int2e", aosym="s8")
        self.start = None

    def solve(self, charge_a, charge_b):
        h = self.kinetic + charge_a * self.v[0] + charge_b * self.v[1]
        mf = scf.RHF(self.mol)
        mf._eri = self.eri
        mf.get_hcore = lambda *args: h
        set_convergence(mf)
        mf.kernel(dm0=self.start)
        assert mf.converged
        density = np.array(mf.make_rdm1())
        two_electron = np.array(mf.get_veff(self.mol, density))
        electronic = np.sum(density * (h + 0.5 * two_electron))
        if self.start is None:
            self.start = density
        return electronic, electronic + charge_a * charge_b / R, density, mf


def central_derivative(values, step):
    """Four-point derivative; values are at -2, -1, +1, +2 steps."""
    return (values[0] - 8 * values[1] + 8 * values[2] - values[3]) / (12 * step)


def analyse(label, uncontracted):
    nitrogen = basis_for("N", uncontracted)
    system = FixedBasisDiatomic(nitrogen)
    e_el0, e0, density0, mf0 = system.solve(7.0, 7.0)
    assert abs(e0 - ordinary_energy("N", "N", {"N": nitrogen})) < 1e-8

    # Coupled-perturbed matrix, index order (occupied, virtual).
    nocc = 7
    occ, vir = mf0.mo_coeff[:, :nocc], mf0.mo_coeff[:, nocc:]
    nvir = vir.shape[1]
    ovov = ao2mo.general(system.eri, (occ, vir, occ, vir), compact=False)
    ovov = ovov.reshape(nocc, nvir, nocc, nvir)
    oovv = ao2mo.general(system.eri, (occ, occ, vir, vir), compact=False)
    oovv = oovv.reshape(nocc, nocc, nvir, nvir)
    gaps = mf0.mo_energy[None, nocc:] - mf0.mo_energy[:nocc, None]
    M = (4 * ovov - oovv.transpose(0, 2, 1, 3)
         - ovov.transpose(0, 3, 2, 1)).reshape(nocc * nvir, nocc * nvir)
    M = M + np.diag(gaps.ravel())
    lowest = np.linalg.eigvalsh(M)[0]
    assert lowest > 0

    va, vb, z_ov = [occ.T @ x @ vir for x in (system.v[0], system.v[1], system.z)]
    U = -np.linalg.solve(M, va.ravel()).reshape(nocc, nvir)
    h_aa = 4 * np.sum(U * va)
    h_ab = 4 * np.sum(U * vb)
    core = 4 * np.sum(U[:2] * va[:2])
    valence = 4 * np.sum(U[2:] * va[2:])
    shift = 4 * np.sum(U * z_ov)
    curvature = 2 * (h_aa - h_ab) - 2 / R
    prediction = e0 + 0.5 * curvature
    uncoupled = -4 * np.sum((va - vb) ** 2 / gaps) - 2 / R

    # The second solve serves only to test the mirror relation.
    U_b = -np.linalg.solve(M, vb.ravel()).reshape(nocc, nvir)
    assert abs(4 * np.sum(U_b * vb) - h_aa) < 1e-6

    # Finite differences at fractional charge on A only.
    step = 0.05
    energies, pot_a, pot_b, centres = [], [], [], []
    for k in (-2, -1, 1, 2):
        electronic, _, density, _ = system.solve(7 + k * step, 7.0)
        energies.append(electronic)
        pot_a.append(np.sum(density * system.v[0]))
        pot_b.append(np.sum(density * system.v[1]))
        centres.append(np.sum(density * system.z))
    potential = np.sum(density0 * system.v[0])
    fd_aa = central_derivative(pot_a, step)
    fd_ab = central_derivative(pot_b, step)
    assert abs(central_derivative(energies, step) - potential) < 5e-5
    assert abs(fd_aa - h_aa) < 5e-5
    assert abs(fd_ab - h_ab) < 5e-5
    assert abs(central_derivative(centres, step) - shift) < 5e-5
    assert abs(potential - np.sum(density0 * system.v[1])) < 1e-6

    # Energy curvature along the path from separately converged energies.
    path = [system.solve(7 + k * step, 7 - k * step)[1] for k in (-2, -1, 1, 2)]
    fd_curvature = (-path[0] + 16 * path[1] - 30 * e0
                    + 16 * path[2] - path[3]) / (12 * step ** 2)
    assert abs(fd_curvature - curvature) < 5e-5
    assert abs(path[0] - path[3]) < 1e-8

    # CO endpoint, checked by an ordinary C-O calculation with N functions.
    e_el1, e1, _, _ = system.solve(8.0, 6.0)
    fixed = ordinary_energy("O", "C", {"O": nitrogen, "C": nitrogen})
    assert abs(fixed - e1) < 1e-7
    e_el_half = system.solve(7.5, 6.5)[0]
    assert e_el0 - 2 * e_el_half + e_el1 < 0
    assert e1 <= e0 - 1 / R
    assert abs(prediction - e1) < 0.1 * abs(e1 - e0)
    own = ordinary_energy("O", "C", {"O": basis_for("O", uncontracted),
                                     "C": basis_for("C", uncontracted)})

    print(f"--- {label} nitrogen cc-pVDZ, {system.mol.nao} functions ---")
    print(f"E(N2), RHF: {e0:.6f} hartree")
    print(f"lowest eigenvalue of M: {lowest:.5f} hartree")
    print(f"dE_el/dZ_A = Tr(D v_A): {potential:.6f} hartree")
    print(f"H_AA, coupled solve: {h_aa:.6f} hartree")
    print(f"H_AA, finite difference: {fd_aa:.6f} hartree")
    print(f"H_AB, coupled solve: {h_ab:.6f} hartree")
    print(f"H_AB, finite difference: {fd_ab:.6f} hartree")
    print(f"core share of H_AA: {core:.6f} hartree")
    print(f"valence share of H_AA: {valence:.6f} hartree")
    print(f"total curvature, coupled: {curvature:.6f} hartree")
    print(f"total curvature, finite difference: {fd_curvature:.6f} hartree")
    print(f"total curvature, uncoupled: {uncoupled:.6f} hartree")
    print(f"predicted E(CO)-E(N2): {0.5 * curvature:.6f} hartree")
    print(f"direct E(CO)-E(N2), N basis: {e1 - e0:.6f} hartree")
    print(f"predicted E(CO): {prediction:.6f} hartree")
    print(f"direct E(CO), N basis: {e1:.6f} hartree")
    print(f"direct E(CO), C and O bases: {own:.6f} hartree")
    print(f"series error, predicted - direct: {prediction - e1:.6f} hartree")
    print(f"basis error, N basis - own bases: {e1 - own:.6f} hartree")
    return dict(system=system, e0=e0, e1=e1, curvature=curvature, core=core,
                h_aa=h_aa, prediction=prediction, shift=shift)


print(f"bond length R: {R:.1f} bohr")
print(f"nuclear term -1/R: {-1 / R:.6f} hartree")
contracted = analyse("contracted", False)
free = analyse("uncontracted", True)

# Removing the contraction lets the 1s shells respond more strongly.
assert free["h_aa"] < contracted["h_aa"]
assert free["core"] < contracted["core"]

# Scaling of what the quadratic formula leaves out, uncontracted basis.
remainder = {}
for lam in (0.125, 0.25, 0.5, 1.0):
    energy = free["system"].solve(7 + lam, 7 - lam)[1]
    remainder[lam] = energy - free["e0"] - 0.5 * free["curvature"] * lam ** 2
order = np.log2(remainder[0.25] / remainder[0.125])
assert abs(order - 4) < 0.25
quartic = (4 * remainder[0.125] / 0.125 ** 4
           - remainder[0.25] / 0.25 ** 4) / 3

print("--- further results, uncontracted basis ---")
for lam, value in remainder.items():
    print(f"direct - quadratic at lambda={lam:.3f}: {value:.3e} hartree")
print(f"observed order of remainder: {order:.3f} (no unit)")
print(f"quartic coefficient: {quartic:.6f} hartree")
print(f"E(CO) with quartic term: {free['prediction'] + quartic:.6f} hartree")
print(f"d(sum of electron z)/dZ_A, A at +z: {free['shift']:.5f} bohr")
print(f"predicted E(CO)-E(N2): {0.5 * free['curvature'] * HARTREE_EV:.3f} eV")
print(f"series error: {(free['prediction'] - free['e1']) * HARTREE_EV:.3f} eV")
print("verified")
```

Output:

```
bond length R: 2.1 bohr
nuclear term -1/R: -0.476190 hartree
--- contracted nitrogen cc-pVDZ, 28 functions ---
E(N2), RHF: -108.951709 hartree
lowest eigenvalue of M: 0.24432 hartree
dE_el/dZ_A = Tr(D v_A): -21.592887 hartree
H_AA, coupled solve: -1.391150 hartree
H_AA, finite difference: -1.391150 hartree
H_AB, coupled solve: 0.064506 hartree
H_AB, finite difference: 0.064506 hartree
core share of H_AA: -0.160869 hartree
valence share of H_AA: -1.230281 hartree
total curvature, coupled: -3.863693 hartree
total curvature, finite difference: -3.863693 hartree
total curvature, uncoupled: -6.308745 hartree
predicted E(CO)-E(N2): -1.931847 hartree
direct E(CO)-E(N2), N basis: -1.958767 hartree
predicted E(CO): -110.883555 hartree
direct E(CO), N basis: -110.910476 hartree
direct E(CO), C and O bases: -112.750147 hartree
series error, predicted - direct: 0.026920 hartree
basis error, N basis - own bases: 1.839672 hartree
--- uncontracted nitrogen cc-pVDZ, 52 functions ---
E(N2), RHF: -108.952845 hartree
lowest eigenvalue of M: 0.24429 hartree
dE_el/dZ_A = Tr(D v_A): -21.596440 hartree
H_AA, coupled solve: -3.268045 hartree
H_AA, finite difference: -3.268045 hartree
H_AB, coupled solve: 0.044728 hartree
H_AB, finite difference: 0.044728 hartree
core share of H_AA: -1.778883 hartree
valence share of H_AA: -1.489162 hartree
total curvature, coupled: -7.577926 hartree
total curvature, finite difference: -7.577926 hartree
total curvature, uncoupled: -10.201816 hartree
predicted E(CO)-E(N2): -3.788963 hartree
direct E(CO)-E(N2), N basis: -3.781894 hartree
predicted E(CO): -112.741808 hartree
direct E(CO), N basis: -112.734739 hartree
direct E(CO), C and O bases: -112.752545 hartree
series error, predicted - direct: -0.007069 hartree
basis error, N basis - own bases: 0.017806 hartree
--- further results, uncontracted basis ---
direct - quadratic at lambda=0.125: 1.689e-06 hartree
direct - quadratic at lambda=0.250: 2.705e-05 hartree
direct - quadratic at lambda=0.500: 4.349e-04 hartree
direct - quadratic at lambda=1.000: 7.069e-03 hartree
observed order of remainder: 4.002 (no unit)
quartic coefficient: 0.006914 hartree
E(CO) with quartic term: -112.734894 hartree
d(sum of electron z)/dZ_A, A at +z: 1.19816 bohr
predicted E(CO)-E(N2): -103.103 eV
series error: -0.192 eV
verified
```
